# When a Compressed Layer of Oxygen Dipoles Maximises the Work Function

An oxygen atom adsorbed on a metal usually draws electrons towards itself. Its negative charge lies outside the positive charge left in the metal, and an electron leaving the surface has to climb through this dipole layer, so the work function rises. More oxygen means more dipoles, but each dipole also sits in the field of its neighbours, which weakens it. The question is whether the weakening can ever outrun the gain in number, so that adding oxygen lowers the work function again.

In the Topping model the adatoms are identical point dipoles normal to the surface, on a square lattice of spacing $a$ and density $N=1/a^2$. An isolated adatom has moment $p_0$ and polarisability volume $\alpha$, meaning that a normal field $E$ induces the moment $4\pi\varepsilon_0\alpha E$. Both $p_0$ and $\alpha$ are taken as independent of $N$. A dipole moment points from negative to positive charge, so for oxygen it points into the metal; I count that direction as positive. The elementary charge $e$ is positive.

First, the work-function shift. Represent each dipole by charges $\pm q$ a distance $d$ apart, with $p=qd$. Averaged along the surface, they form two sheets of charge density $\pm qN$. The field between the sheets is $qN/\varepsilon_0$, and the averaged field outside them vanishes. The potential therefore drops by $qNd/\varepsilon_0=pN/\varepsilon_0$ on going outward from the positive to the negative sheet. An electron has charge $-e$, so its energy rises by

$$\Delta\phi=\frac{e\,p\,N}{\varepsilon_0}.$$

Next, the field of the neighbours. At a distance $r$ in the plane of a dipole, each of its charges is at distance $R=\sqrt{r^2+d^2/4}$. The in-plane components of the two fields cancel and the normal components add, giving

$$2\,\frac{q}{4\pi\varepsilon_0R^2}\,\frac{d/2}{R}=\frac{p}{4\pi\varepsilon_0R^3}\;\longrightarrow\;\frac{p}{4\pi\varepsilon_0r^3}\qquad(d\ll r),$$

directed from the positive towards the negative side, that is, against $p$. Summing over the lattice, with $r=a\sqrt{i^2+j^2}$ and $a^{-3}=N^{3/2}$, gives the field

$$E=-\frac{Kp}{4\pi\varepsilon_0},\qquad K=SN^{3/2},\qquad S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}} .$$

The sum converges slowly, but the part outside a large square of half-side $H$ is well approximated by an integral. Using the eightfold symmetry of the square,

$$8\int_0^{\pi/4}\!d\theta\int_{H/\cos\theta}^{\infty}\frac{dr}{r^2}
=\frac{8}{H}\int_0^{\pi/4}\!\cos\theta\,d\theta=\frac{4\sqrt2}{H}.$$

Adding this tail to the direct sum gives $S=9.0336$.

The moment is the isolated one plus the induced one, $p=p_0+4\pi\varepsilon_0\alpha E=p_0-\alpha Kp$. Hence

$$p=\frac{p_0}{1+x},\qquad x=\alpha SN^{3/2},\qquad
\Delta\phi=\frac{e\,p_0}{\varepsilon_0}\,\frac{N}{1+x}.$$

The quantity $x$ is the depolarisation term. For $x\ll1$ the shift is proportional to $N$. For $x\gg1$ it would tend to $ep_0/(\varepsilon_0\alpha S\sqrt N)$, which falls with density. A maximum must lie between.

Since $x\propto N^{3/2}$, we have $dx/dN=3x/(2N)$, and the quotient rule gives

$$\frac{d}{dN}\,\frac{N}{1+x}=\frac{(1+x)-N\,\dfrac{3x}{2N}}{(1+x)^2}=\frac{1-x/2}{(1+x)^2}.$$

The derivative is positive for $x<2$ and negative for $x>2$, so there is one maximum, at $x=2$. Its meaning is clearest in relative changes. Raising the density by one per cent lowers each moment by $\tfrac32x/(1+x)$ per cent. At $x=1$ the moment has already been halved, yet the loss is only 0.75 per cent and the shift still grows. At $x=2$ gain and loss balance. There

$$p=\frac{p_0}{3},\qquad N^*=\left(\frac{2}{\alpha S}\right)^{2/3},\qquad \Delta\phi^*=\frac{e\,p_0N^*}{3\varepsilon_0}.$$

The position of the maximum depends on $\alpha$ alone; $p_0$ sets its height. As a test, the coupled equations for the dipoles of a periodic cell of 144 sites were solved and the resulting shift was maximised numerically. For the pairs $(p_0,\alpha)=(0.010,0.002)$, $(0.025,0.007)$ and $(0.004,0.015)$, in e nm and nm³, the maximum fell at $x=2.0000$ each time.

The model is strained at its own maximum. The condition $x=2$ means $a^{*3}=\alpha S/2$, or $a^*=1.653\,\alpha^{1/3}$. Compare this with a conducting sphere of radius $R$ in a uniform field $E$. The potential $-Er\cos\theta+p\cos\theta/(4\pi\varepsilon_0r^2)$ vanishes on its surface if $p=4\pi\varepsilon_0R^3E$, so its polarisability volume is $R^3$. Spheres with the polarisability of the adatoms thus have radius $\alpha^{1/3}$. They touch at $a=2\alpha^{1/3}$, where $x=S/8\approx1.13$, and they would overlap at the maximum. An adatom is not a conducting sphere, but the comparison shows that at $x=2$ its size is no longer small against the spacing, as a point dipole requires.

A second condition concerns how the density is raised. The derivative above compares square lattices of different spacing: the whole layer is compressed as $N$ grows. On many surfaces adatoms instead fill fixed sites, and then the result is different. Let $r_{ij}$ be the distance between occupied sites $i$ and $j$. The moments obey

$$p_i+\alpha\sum_{j\ne i}\frac{p_j}{r_{ij}^3}=p_0,\qquad\text{or}\qquad A\,\mathbf p=p_0\mathbf 1,$$

where $\mathbf 1$ is a column of ones and $A$ is symmetric, with ones on its diagonal. The total moment, which fixes the shift for a given surface area, is $p_0M$ with $M=\mathbf 1^{T}A^{-1}\mathbf 1$.

Add one adatom without moving the others, and let the column $b$ hold its couplings $\alpha/r^3$ to them. In units of $p_0$, call the new moments of the old adatoms $u$ and that of the newcomer $v$. Then

$$Au+bv=\mathbf 1,\qquad b^Tu+v=1 .$$

The first equation gives $u=A^{-1}\mathbf 1-A^{-1}b\,v$. Inserting this in the second gives

$$v=\frac{1-b^TA^{-1}\mathbf 1}{s},\qquad s=1-b^TA^{-1}b .$$

The new total is $\mathbf 1^Tu+v=M+v\,(1-\mathbf 1^TA^{-1}b)$. Because $A$ is symmetric, $\mathbf 1^TA^{-1}b=b^TA^{-1}\mathbf 1$, and the change is

$$\Delta M=\frac{(1-b^TA^{-1}\mathbf 1)^2}{s}.$$

The numerator is a square. The denominator $s$ is the ratio of the determinants of the enlarged and the old matrix, which is positive when the enlarged matrix is positive definite. Under that condition an added adatom never lowers the total. Any partial filling can be completed to the full layer one adatom at a time, so no partial filling has a larger shift than the full layer. If the adatoms rearrange between coverages, the curve may still have local dips, but it cannot rise above its end point.

It remains to find when $A$ is positive definite. If the matrix of the full lattice is, so is that of every partial filling, because setting the moments on empty sites to zero gives a special case of the same quadratic form. The danger comes from patterns whose interaction energy is negative, and the natural candidate is the checkerboard, with moments alternating in sign. Sites of equal sign form a square lattice of spacing $\sqrt2\,a$ and contribute $S/2^{3/2}$ to the lattice sum. The others contribute $S-S/2^{3/2}$ with a minus sign. The signed sum is

$$\frac{2S}{2^{3/2}}-S=-S\left(1-\frac1{\sqrt2}\right)=-2.646 .$$

Diagonalising the couplings of a periodic cell of 12 by 12 sites confirms that this is the lowest mode among those the cell admits. With $x_1$ the value of $x$ for the full layer, the smallest eigenvalue of $A$ is then $1-x_1(1-1/\sqrt2)$, which is positive for

$$x_1<\frac{1}{1-1/\sqrt2}=2+\sqrt2\approx3.41 .$$

Beyond this limit the layer gains energy by developing alternating moments, and the uniform linear solution is no longer stable.

The case $x_1=3$ shows the two ways of raising the density side by side. In units of $p_0$ per site, the half-filled checkerboard has a total moment of 0.2426 and the full layer 0.2500. Filling the 144 sites in three random orders, at $x_1=3$ and again at 3.35, never lowered the total. A compressible square lattice with the same $\alpha$ does pass through a maximum, 0.2544, at 0.763 of the full density, which agrees with $(2/3)^{2/3}$. Its adatoms do not lie on the fixed sites there, so the two results do not conflict. At $x_1=3.6$, beyond the limit, the full layer has 0.2174 and the checkerboard 0.2200: the guarantee has lapsed.

Oxygen on the (100) face of body-centred cubic tungsten offers a square array of sites. Take rough typical values: a site spacing of 0.316 nm, $p_0=0.010$ e nm (0.48 debye) and $\alpha=0.002$ nm³. The site density is $1/0.316^2=10.01$ nm⁻², and at one adatom per site

$$x=0.002\times9.0336\times(10.01)^{3/2}=0.573,\qquad p=\frac{0.010}{1.573}=0.00636\ \text{e nm}.$$

With $p$ in e nm, the factor $e/\varepsilon_0$ becomes $4\pi\times1.4400$ eV nm, so

$$\Delta\phi=4\pi\times1.4400\times0.00636\times10.01\approx1.15\ \text{eV}.$$

At a quarter and a half of this coverage, again with square order, the shifts are 0.42 and 0.75 eV. The curve bends but does not turn over. The formal maximum lies at $N^*=23.1$ nm⁻² ($2.3\times10^{15}$ cm⁻²), which is 2.3 times the site density, with a shift of 1.39 eV. The adatoms would then be 0.208 nm apart. To bring the maximum of the compressed lattice down to one monolayer, $\alpha$ would have to be 0.0070 nm³, three and a half times the assumed value. Even then, in this image-free model, $x_1=2$ is below 3.41, so filling fixed sites would still give no partial coverage with a shift above that of the full layer.

The metal itself has been left out of the polarisation so far. Place the dipoles at height $h$ above the image plane. The image of a normal dipole is an equal dipole pointing the same way at depth $h$, so the images form a second lattice at distance $z=2h$. To find its field, resolve a lattice of charges $q$ into plane waves along the surface. A wave of charge density with amplitude $qN$ and wavenumber $G$ has the potential $qN\,e^{-G|z|}/(2\varepsilon_0G)$: this decays as Laplace's equation demands, and its slope jumps by the required $qN/\varepsilon_0$ at the sheet. Displacing two opposite lattices to form dipoles multiplies the potential by $Gp/q$, and taking the field brings a further factor $G$. Each wave therefore contributes $pNG\,e^{-Gz}/(2\varepsilon_0)$ directly above a dipole, parallel to $p$. Writing the total as $Fp/(4\pi\varepsilon_0)$,

$$F=2\pi N\sum_{G\neq0}G\,e^{-2Gh},\qquad p=\frac{p_0}{1+\alpha(K-F)} .$$

The sum runs over the reciprocal lattice, whose shortest vectors have length $2\pi/a$. The step formula $\Delta\phi=epN/\varepsilon_0$ is unchanged, because the charge induced in the metal by neutral dipoles averages to zero and lies on the image plane.

In the limit of zero density only an adatom's own image remains, and the on-axis dipole field gives $F\to2/(2h)^3=1/(4h^3)$. This strengthens an isolated dipole by $1/[1-\alpha/(4h^3)]$ and requires $\alpha<4h^3$. The images of distant neighbours are no smaller than the neighbours themselves: for $r\gg h$ each lies almost in the same plane and also opposes $p$, so $K-F\to2K-1/(4h^3)$ and the mutual depolarisation of a dilute layer is doubled. For a dense layer $F$ falls off exponentially, since a nearly uniform dipole sheet has no field outside it. The net term $K-F$ is thus not a pure power $N^{3/2}$, and the condition $x=2$ no longer holds strictly.

With $p_0$ and $\alpha$ held fixed, $h=0.10$ nm gives $F=126$ nm⁻³ at one monolayer, against $K=0.573/0.002\approx286$ nm⁻³. The shift there rises from 1.15 to 1.37 eV, or by 19 per cent, and the maximum moves down to 17.7 nm⁻², where $x=1.35$. For $h=0.12$ nm the shift is 1.23 eV and the maximum lies at 21.5 nm⁻², where $x=1.81$. For the assumed $\alpha$ the maximum thus stays above the site density at both heights. These figures are only illustrative: the sphere radius $\alpha^{1/3}=0.126$ nm exceeds both heights, so a point dipole in front of a sharp image plane is a strained picture of the adatom. It is also not quite the dipole described at the start, whose positive end lies in the metal. For a charge $-q$ at height $h$ screened by the metal, the moment in the step formula is $qh$, and a neighbour's image gives the normal field $2qh/[4\pi\varepsilon_0(r^2+4h^2)^{3/2}]$. Summed over the lattice, this is twice the image-free field $Kqh/(4\pi\varepsilon_0)$ in a dilute layer, and about 1.5 and 1.4 times it at one monolayer for the two heights. For such a dipole the image-free value $x=0.573$ understates the depolarisation.

Two cautions apply. First, $p_0$ is here the moment before the image acts. If instead the actual moment of an isolated adatom, image included, is held at 0.010 e nm, every shift is multiplied by $1-\alpha/(4h^3)$, and the monolayer values become 0.69 and 0.88 eV, below the image-free 1.15 eV. The position of the maximum is unaffected. Second, that position is sensitive to $\alpha$. Setting the derivative of $N/[1+\alpha(K-F)]$ to zero gives

$$\frac1\alpha=N\,\frac{d(K-F)}{dN}-(K-F).$$

At one monolayer this requires $\alpha=0.0027$ nm³ for $h=0.10$ nm and 0.0040 nm³ for $h=0.12$ nm, instead of 0.0070 nm³ without images. Both values are below $4h^3$ (0.0040 and 0.0069 nm³), so an isolated adatom remains stable.

The layer is a stricter test. For checkerboard moments the wavevectors in the image sum are shifted by $(\pi/a,\pi/a)$. Calling the shifted sum $F_c$, the eigenvalue of $A$ for this pattern becomes $1-\alpha(2.646\,N^{3/2}+F_c)$. At one monolayer $F_c$ is 246 nm⁻³ for $h=0.10$ nm and 130 nm⁻³ for $h=0.12$ nm, so stability requires $\alpha<0.0030$ and $0.0047$ nm³. The values needed for a maximum at one monolayer meet this condition, but narrowly. Within the point-dipole model, a moderately larger polarisability could thus bring the maximum of a compressible layer down to one monolayer.

In terms of $x_1$, the images lower the stability limit from 3.41 to 0.87 and 1.34. The assumed layer, with $x_1=0.573$, is below both. The argument for fixed sites then still applies: the images change the entries of $A$ but leave it symmetric, and $s$ becomes $1-\alpha/(4h^3)-b^TA^{-1}b$, which is positive in a stable layer.

Order and temperature matter as well. The energy per adatom, relative to isolated adatoms and without images, is

$$W=\frac{1}{4\pi\varepsilon_0}\left[\frac{(p-p_0)^2}{2\alpha}+\frac{Kp^2}{2}\right].$$

The first term is the cost of changing the moment; the second is the repulsion, halved because each pair is shared. Setting $dW/dp=0$ gives $p-p_0=-\alpha Kp$, the earlier equation. Inserting it,

$$W=\frac{1}{4\pi\varepsilon_0}\,\frac{Kp^2(1+\alpha K)}{2}=\frac{Kp\,p_0}{8\pi\varepsilon_0}.$$

At one monolayer this is 0.013 eV, half the thermal energy of 0.026 eV at 300 K. What decides the order of a partly filled layer is smaller still, namely the difference between arrangements: at half filling the energy per adatom is 0.0061 eV for the checkerboard and about 0.0079 eV for random filling, a difference of only 0.002 eV. Dipole repulsion alone is too weak to give a well-ordered square layer at room temperature; order would have to come from other interactions. For random instead of checkerboard half filling, the shift averages 0.707 instead of 0.754 eV, about 6 per cent lower, because some adatoms then have close neighbours.

Set beside the real surface, the assumed moment gives a monolayer shift of the order of one electronvolt, a reasonable size for oxygen on tungsten, and the assumed polarisability is in the rough range for oxygen ions in solids. A particularly insecure assumption is that $p_0$ stays constant. The depolarising field at one monolayer is 2.6 V/nm (26 MV/cm), bonding changes with coverage, and oxygen can enter or reconstruct the surface. At fixed $\alpha$ a 10 per cent error in $p_0$ changes the shift by 10 per cent. A coverage dependence can do more. If locally $p_0\propto N^{\eta}$, then in the image-free compressed lattice

$$\frac{d\ln\Delta\phi}{d\ln N}=1+\eta-\frac{3x}{2(1+x)} .$$

At $x=0.573$ the last term is 0.55, so a maximum at one monolayer needs $\eta\approx-0.45$: the isolated moment itself would have to fall nearly as the inverse square root of the density. A measured maximum below one monolayer is therefore not, by itself, evidence that $x$ has reached two. For adatoms on fixed sites, in a layer below its stability limit, changing charge transfer or oxygen moving below the surface should be examined first; in a compressible layer, a larger $\alpha$ combined with the images is a further candidate. The numerical output below lists most of the values used. Its heading "Neglected effects" gathers the figures used to judge the simple model, including the image corrections; the depolarising field listed there is part of the model, and only its possible influence on $p_0$ and $\alpha$ is neglected.

## Numbers as computed

```
lattice sum S: 9.0336 (independent series 9.0336)
x at numerical maximum, three parameter pairs: 2.0000, 2.0000, 2.0000
lowest mode of coupling matrix: -2.6459
stability limit of x: 3.4142
fixed sites, full-layer x = 3.0: total moment/(sites*p0)
  checkerboard half 0.2426, full 0.2500
  smallest gain on adding one adatom: 1.26e-06
  compressed lattice: peak 0.2544 at relative density 0.763
control x = 3.6: checkerboard half 0.2200, full 0.2174
O on W(100), rough inputs:
  site spacing 0.316 nm, alpha 0.002 nm^3
  p0 0.010 e nm = 0.48 debye
  e^2/(4 pi eps0): 1.4400 eV nm
  site density: 10.01 nm^-2
  x at one monolayer: 0.573
  moment at one monolayer: 0.00636 e nm
  shift at coverage 0.25: 0.423 eV
  shift at coverage 0.50: 0.754 eV
  shift at coverage 1.00: 1.152 eV
  formal peak density: 23.05 nm^-2 = 2.31e+15 cm^-2
  peak density / site density: 2.30
  formal peak shift: 1.391 eV
  spacing at peak: 0.2083 nm
  sphere radius alpha^(1/3): 0.1260 nm
  spacing/radius at peak: 1.653
  alpha for peak at one monolayer: 0.00699 nm^3
Neglected effects:
  depolarising field at one monolayer: 2.62 V/nm
  dipole repulsion per adatom: 0.0131 eV
  thermal energy at 300 K: 0.0259 eV
  half filling, ordered: 0.7535 eV
  half filling, random: 0.7069 +- 0.0003 eV
  images at h = 0.10 nm: alpha/(4h^3) = 0.500
    image sum F at one monolayer: 126.4 nm^-3
    shift at one monolayer: 1.373 eV
    peak: 17.73 nm^-2, 1.452 eV, x = 1.349
  images at h = 0.12 nm: alpha/(4h^3) = 0.289
    image sum F at one monolayer: 51.9 nm^-3
    shift at one monolayer: 1.234 eV
    peak: 21.54 nm^-2, 1.405 eV, x = 1.806
```
